**Aliasing and the two-thirds rule in one-dimensional growth simulations**

The program treats $h_t=\nu h_{xx}+(\lambda/2)h_x^2+\eta$ with noise strength $2D$, on $N$ points of spacing $dx$ with modes kept up to $K$. It asserts, from transforms of actual mode products, that the kept band is free of folded products if and only if $3K<N$ in the six cases tried. It also asserts that only false triads change the slope energy, and that the mode $N/3$ follows its analytic blow-up solution while a finer clean grid decays. In stochastic runs the clean scheme must reproduce the exact spectrum $D/(\nu k^2)$ within statistical error. At a quarter of the example's coupling $g=\lambda^2D\,dx/\nu^3$, the contribution of the false triads must agree with the first-order formula. The output for $g=2.16$ shows the aliased spectrum 8 to 13% too high, depending on the band. The first-order formula is close at the shortest waves but gives only about half the excess in modes 3–7. The program also prints estimates of effects outside the model, of which the difference between a narrow strip and a blanket film is large.

## Check in Python

```python
"""
Aliasing in pseudospectral simulation of the growth equation
    h_t = nu h_xx + (lam/2) h_x^2 + noise,   noise strength 2D,
on N points of spacing dx.  Results under test:
 (a) a product of modes p, q with |p|,|q| <= K lands falsely on kept mode j in
     max(0, 2K+1-N+|j|) ordered pairs, so the band is clean if and only if 3K < N;
 (b) the clean scheme has the exact height spectrum D/(nu k^2);
 (c) the full band has a relative excess g*atan(y/R)/(4 pi^2 y R) to first order in
     g = lam^2 D dx/nu^3, with y = j/N and R^2 = 1 - 2y + 3y^2.
Reduced units in the simulations: length dx, time dx^2/nu, slope sqrt(D/(nu dx)).
S[j] is the Fourier amplitude of the slope, s(x) = sum_j S_j exp(2 pi i j x/N).
"""
import numpy as np
from scipy import constants
from scipy.fft import rfft, irfft, fft
from scipy.integrate import quad

N = 45                    # grid points (odd: no unpaired mode)
FULL = (N - 1) // 2       # highest mode of the full band
CLEAN = (N - 1) // 3      # highest mode with 3K < N
PADDED = 72               # grid on which products of the full band are alias-free


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def square_modes(S, points):
    """Modes of s^2 formed on a grid, cut to the band of S."""
    s = irfft(S, points, norm="forward")
    return rfft(s * s, norm="forward")[..., :S.shape[-1]]


# ---------- which products fold back: found from transforms of real products
def landing_counts(points, top):
    modes = np.arange(-top, top + 1)
    waves = np.exp(2j * np.pi * np.outer(modes, np.arange(points)) / points)
    signed = np.rint(np.fft.fftfreq(points, 1 / points)).astype(int)
    false_hits = np.zeros(2 * top + 1, int)
    for p, wave in zip(modes, waves):
        landed = signed[np.argmax(np.abs(fft(waves * wave, axis=1)), axis=1)]
        wrong = (landed != p + modes) & (np.abs(landed) <= top)
        np.add.at(false_hits, landed[wrong] + top, 1)
    return modes, false_hits


for points, top in [(45, 22), (45, 15), (45, 14), (24, 11), (24, 8), (24, 7)]:
    modes, hits = landing_counts(points, top)
    assert np.array_equal(hits, np.maximum(0, 2 * top + 1 - points + abs(modes)))
    assert (hits.sum() == 0) == (3 * top < points)
full_hits = landing_counts(N, FULL)[1]
edge_hits = landing_counts(N, CLEAN + 1)[1]

# ---------- smooth profile: false part is exponentially small
ratio = 0.5
smooth = ratio ** np.arange(FULL + 1.0) + 0j
false_part = square_modes(smooth, N) - square_modes(smooth, PADDED)
j_all = np.arange(FULL + 1)
assert np.allclose(false_part, j_all * ratio ** (N - j_all), rtol=1e-6, atol=1e-13)
smooth_error = np.max(abs(false_part)) / np.max(abs(square_modes(smooth, PADDED)))

# ---------- slope energy: only false triads change it
rng = np.random.default_rng(7)
S = rng.normal(size=FULL + 1) + 1j * rng.normal(size=FULL + 1)
S[0] = 0


def energy_rate(S):
    k = 2 * np.pi * np.arange(len(S)) / N
    return np.sum((np.conj(S) * 1j * k * square_modes(S, N)).real)


two_sided = np.concatenate([np.conj(S[:0:-1]), S])
triads = np.convolve(np.convolve(two_sided, two_sided), two_sided)
triad_rate = 2 * np.pi / 3 * triads[N + 3 * FULL].imag
assert abs(energy_rate(S) - triad_rate) < 1e-9 * np.sum(abs(S)) ** 3
assert abs(triad_rate) > 1e-3
assert abs(energy_rate(S[:CLEAN + 1])) < 1e-10 * np.sum(abs(S)) ** 3


# ---------- first-order excess of the aliased spectrum
def excess_sum(j, g, points=N):
    top = (points - 1) // 2
    p = np.arange(-top, j - top)
    q = j - points - p
    unit = 2 * np.pi / points
    return g / points * np.pi / (unit * j) * np.sum(1 / (p**2 + q**2 + j**2)) / unit**2


def excess_closed(y, g):
    R = np.sqrt(1 - 2 * y + 3 * y**2)
    return g * np.arctan(y / R) / (4 * np.pi**2 * y * R)


for j in (5, 500, 1500, 2250):
    assert abs(excess_sum(j, 1.0, 4501) / excess_closed(j / 4501, 1.0) - 1) < 2e-3

# ---------- worked example: strip of plasma-deposited amorphous silicon
rate = 0.6            # growth rate, nm/s; equals lam for growth along the normal
atom_volume = 0.02    # nm^3
width = 4.0           # strip width, nm
dx = 4.0              # nm
nu = 0.1              # nm^2/s
D = atom_volume * rate / (2 * width)
length = N * dx
g = rate**2 * D * dx / nu**3
rms_slope = np.sqrt(D / (nu * dx))

# ---------- deterministic blow-up of the mode N/3
def evolve(S, points, coupling, time, steps):
    k = 2 * np.pi * np.arange(len(S)) / N
    dt = time / steps

    def f(S):
        return -k**2 * S + 0.5j * np.sqrt(coupling) * k * square_modes(S, points)
    for _ in range(steps):
        a = f(S)
        b = f(S + dt / 2 * a)
        c = f(S + dt / 2 * b)
        S = S + dt / 6 * (a + 2 * b + 2 * c + f(S + dt * c))
    return S


third = N // 3
k_third = 2 * np.pi / 3
critical = 2 * k_third / np.sqrt(g)
run_time = 0.35
final_ratio = {}
for start in (0.8, 1.2):
    S = np.zeros(FULL + 1, complex)
    S[third] = start * critical * np.exp(1j * np.pi / 6)
    end = abs(evolve(S, N, g, run_time, 400)[third])
    exact = critical / (1 + (1 / start - 1) * np.exp(k_third**2 * run_time))
    assert abs(end / exact - 1) < 1e-4
    final_ratio[start] = end / (start * critical)
fine = np.zeros(120, complex)
fine[third] = 1.2 * critical * np.exp(1j * np.pi / 6)
fine_end = evolve(fine, 360, g, run_time, 400)
fine_ratio = np.sqrt(np.sum(abs(fine_end)**2) / np.sum(abs(fine)**2))
assert final_ratio[0.8] < 1 < final_ratio[1.2] and fine_ratio < 0.5
critical_peak = np.sqrt(3) * critical * rms_slope


# ---------- stochastic runs: exact linear step with noise, separate nonlinear step
def simulate(coupling, top, seed, members=256, dt=0.025, steps=2000, burn=300):
    """Time averages per member: reduced slope power, and excess fed by aliasing."""
    rng = np.random.default_rng(seed)
    k = 2 * np.pi * np.arange(top + 1) / N
    push = 0.5j * np.sqrt(coupling) * k

    def noise():
        return rng.standard_normal((members, top + 1, 2)).view(complex)[..., 0]

    def linear_factors(t):
        return np.exp(-k**2 * t), np.sqrt((1 - np.exp(-2 * k**2 * t)) / (2 * N))
    decay, kick = linear_factors(dt)
    half_decay, half_kick = linear_factors(dt / 2)
    S = noise() / np.sqrt(2 * N)
    S[:, 0] = 0
    power = np.zeros((members, top + 1))
    feed = np.zeros((members, top + 1))
    samples = 0
    for step in range(steps):
        middle = S + dt / 2 * push * square_modes(S, N)
        S = S + dt * push * square_modes(middle, N)
        if step >= burn and step % 5 == 0:
            S = half_decay * S + half_kick * noise()
            power += N * abs(S)**2
            false = square_modes(S, N) - square_modes(S, PADDED)
            feed += N * (np.conj(S) * push * false).real
            samples += 1
            S = half_decay * S + half_kick * noise()
        else:
            S = decay * S + kick * noise()
    return power[:, 1:] / samples, feed[:, 1:] / samples / k[1:]**2


def mean_error(per_member):
    return per_member.mean(), per_member.std(ddof=1) / np.sqrt(len(per_member))


def band(data, low, high):
    return mean_error(data[:, low - 1:high].mean(axis=1))


clean_power, clean_feed = simulate(g, CLEAN, 11)
alias_power, alias_feed = simulate(g, FULL, 12)
weak_power, weak_feed = simulate(g / 4, FULL, 13)
assert np.all(np.isfinite(alias_power)) and np.all(np.isfinite(weak_power))
assert np.max(abs(clean_feed)) < 1e-10

bands = [(3, 7), (8, 14), (15, 22)]
for low, high in bands[:2]:
    value, error = band(clean_power, low, high)
    assert abs(value - 1) < 4.5 * error and error < 0.02
value, error = band(alias_power, 8, 22)
assert value - 1 > 5 * error

# weak coupling: first-order formula; 10 % allows for higher orders and time step
weak_formula = np.array([excess_sum(j, g / 4) for j in range(1, FULL + 1)])
for low, high in [(1, 5), (1, FULL)]:
    value, error = band(weak_feed, low, high)
    expected = weak_formula[low - 1:high].mean()
    assert abs(value - expected) < 4 * error + 0.10 * expected
weak_low = band(weak_feed, 1, 5)

# balance of slope energy: directly measured excess against the alias feed;
# 6 % allows for the second-order error of the time step
k_full = 2 * np.pi * np.arange(1, FULL + 1) / N
for power, feed in [(alias_power, alias_feed), (weak_power, weak_feed)]:
    direct = np.sum(k_full**2 * (power - 1), axis=1)
    supplied = np.sum(k_full**2 * feed, axis=1)
    gap, error = mean_error(direct - supplied)
    assert abs(gap) < 4.5 * error + 0.06 * supplied.mean()

formula = 4 * weak_formula
strong, strong_error = band(alias_power, 8, 22)
strong_ratio = (strong - 1) / formula[7:22].mean()
assert 0.5 < strong_ratio < 1.5

# ---------- spectra and roughness in nm
k_phys = k_full / dx
height_power = D / (nu * k_phys**2)                  # L <|h_k|^2>, nm^3
kept = slice(0, CLEAN)
rough_clean = np.sqrt(2 * np.sum(height_power[kept]) / length)
rough_alias = np.sqrt(2 * np.sum((height_power * (1 + formula))[kept]) / length)

# ---------- effects left out of the model, for the same numbers
quartic = 3 * rms_slope**2 / 4                       # (s^4/8)/(s^2/2), Gaussian slopes
sticking = 0.3
shadow = sticking * (1 - np.cos(np.arctan(rms_slope))) / (np.sqrt(1 + rms_slope**2) - 1)
temperature = 500.0
kT = constants.k * temperature / constants.e         # eV
surface_energy = 1.0e-18 / constants.e               # 1 J/m^2 in eV/nm^2
hop_prefactor = 0.38**2 * 1e13 / 4                   # nm^2/s
mass_barrier = 2.0                                   # eV, adatom creation plus hop
site_density = 7.0                                   # 1/nm^2
diffusion_prefactor = (surface_energy * hop_prefactor * site_density * atom_volume**2
                       / kT * (np.pi / dx)**2 / nu)
diffusion_ratio = diffusion_prefactor * np.exp(-mass_barrier / kT)
barrier_equal = kT * np.log(diffusion_prefactor)


def blanket_ratio(kx):
    """Linear slope spectrum along x of a blanket film, over that of the strip."""
    cut = np.pi / width
    return width * quad(lambda ky: kx**2 / (kx**2 + ky**2), 0, cut)[0] / np.pi


thickness = rate / (2 * nu * k_phys**2)              # nm grown in one relaxation time

print("FOLDING")
print(f"grid points {N}, full band top mode {FULL}, two-thirds top mode {CLEAN}")
show("false share of all ordered pairs, full band", full_hits.sum() / N**2)
print(f"false pairs on mode {FULL}: {full_hits[-1]} of {N}")
print(f"false pairs in all when top mode is {CLEAN + 1}: {edge_hits.sum()}")
show("smooth profile, r = 0.5: largest false part / largest mode", smooth_error)
print("EXAMPLE INPUTS")
show("growth rate = lambda", rate, "nm/s")
show("atomic volume", atom_volume, "nm^3")
show("strip width", width, "nm")
show("grid step", dx, "nm")
show("period", length, "nm")
show("smoothing nu", nu, "nm^2/s")
show("shot noise D", D, "nm^3/s")
show("coupling g", g)
show("rms slope of full band", rms_slope)
print("SPECTRUM / EXACT SPECTRUM (measured +- standard error)")
for low, high in bands:
    a, ea = band(alias_power, low, high)
    f = 1 + formula[low - 1:high].mean()
    text = "removed"
    if high <= CLEAN:
        c, ec = band(clean_power, low, high)
        text = f"{c:.4f} +- {ec:.4f}"
    print(f"modes {low}-{high}: clean {text}; aliased {a:.4f} +- {ea:.4f}; formula {f:.4f}")
show("measured / first-order excess, modes 8-22", strong_ratio, digits=3)
show("its standard error", strong_error / formula[7:22].mean(), digits=2)
print(f"g/4 run, alias-fed excess, modes 1-5: {weak_low[0]:.5f} +- {weak_low[1]:.5f}")
show("formula for the same", weak_formula[:5].mean())
show("long-wave limit g/(4 pi^2)", g / (4 * np.pi**2))
show("wavenumber of mode 10", k_phys[9], "1/nm")
show("exact height spectrum, mode 10", height_power[9], "nm^3")
show("aliased height spectrum, mode 10, formula", height_power[9] * (1 + formula[9]), "nm^3")
show("rms height, modes 1-14, clean", rough_clean, "nm")
show("rms height, modes 1-14, aliased, formula", rough_alias, "nm")
show("grid step for 1 % long-wave excess", 0.01 * 4 * np.pi**2 * dx / g, "nm")
print("BLOW-UP OF MODE 15")
show("critical peak slope", critical_peak)
show("run time", run_time * dx**2 / nu, "s")
show("growth factor from 0.8 critical", final_ratio[0.8])
show("growth factor from 1.2 critical", final_ratio[1.2])
show("same start on 8 times finer clean grid, rms factor", fine_ratio)
print("LEFT OUT OF THE MODEL")
show("quartic / quadratic slope term", quartic)
show("shadowing loss / quadratic gain, sticking 0.3", shadow)
show("surface diffusion / nu term at cutoff, 500 K, 2 eV", diffusion_ratio)
show("barrier at which they are equal", barrier_equal, "eV")
show("blanket film / strip slope spectrum, mode 1", blanket_ratio(k_phys[0]))
show("blanket film / strip slope spectrum, mode 22", blanket_ratio(k_phys[-1]))
show("thickness per linear relaxation time, mode 1", thickness[0], "nm")
show("thickness per linear relaxation time, mode 10", thickness[9], "nm")
print("all tests passed")
```

Printed output:

```
FOLDING
grid points 45, full band top mode 22, two-thirds top mode 14
false share of all ordered pairs, full band: 0.2499
false pairs on mode 22: 22 of 45
false pairs in all when top mode is 15: 2
smooth profile, r = 0.5: largest false part / largest mode: 1.574e-06
EXAMPLE INPUTS
growth rate = lambda: 0.6 nm/s
atomic volume: 0.02 nm^3
strip width: 4 nm
grid step: 4 nm
period: 180 nm
smoothing nu: 0.1 nm^2/s
shot noise D: 0.0015 nm^3/s
coupling g: 2.16
rms slope of full band: 0.06124
SPECTRUM / EXACT SPECTRUM (measured +- standard error)
modes 3-7: clean 1.0042 +- 0.0066; aliased 1.1316 +- 0.0076; formula 1.0667
modes 8-14: clean 0.9973 +- 0.0024; aliased 1.0994 +- 0.0031; formula 1.0764
modes 15-22: clean removed; aliased 1.0765 +- 0.0019; formula 1.0735
measured / first-order excess, modes 8-22: 1.16
its standard error: 0.026
g/4 run, alias-fed excess, modes 1-5: 0.01560 +- 0.00051
formula for the same: 0.01551
long-wave limit g/(4 pi^2): 0.05471
wavenumber of mode 10: 0.3491 1/nm
exact height spectrum, mode 10: 0.1231 nm^3
aliased height spectrum, mode 10, formula: 0.1325 nm^3
rms height, modes 1-14, clean: 0.4643 nm
rms height, modes 1-14, aliased, formula: 0.4779 nm
grid step for 1 % long-wave excess: 0.7311 nm
BLOW-UP OF MODE 15
critical peak slope: 0.3023
run time: 56 s
growth factor from 0.8 critical: 0.5785
growth factor from 1.2 critical: 3.683
same start on 8 times finer clean grid, rms factor: 0.1407
LEFT OUT OF THE MODEL
quartic / quadratic slope term: 0.002812
shadowing loss / quadratic gain, sticking 0.3: 0.2994
surface diffusion / nu term at cutoff, 500 K, 2 eV: 6.262e-09
barrier at which they are equal: 1.186 eV
blanket film / strip slope spectrum, mode 1: 0.06784
blanket film / strip slope spectrum, mode 22: 0.7789
thickness per linear relaxation time, mode 1: 2462 nm
thickness per linear relaxation time, mode 10: 24.62 nm
all tests passed
```
